# Why diffusing dimers fill a row beyond its jamming limit

## The situation

A surface with parallel rows of sites is exposed to a gas whose molecules each cover two neighbouring sites of a row. Molecules land at random and stick. Soon no two neighbouring sites are both empty, yet many single sites are still bare. If the adsorbed molecules can slide along the row, uptake continues past this point, slowly. Why does it continue, and what sets its rate?

The model is an infinite row, initially empty. A rigid dimer adsorbs on each empty adjacent pair at rate $k$. An adsorbed dimer hops one site left or right, at rate $h$ each way, if the site it needs is empty. The gas supply stays on. Desorption, dissociation and blocked sites are left out at first and weighed later. The vacancy density $\rho$ is the number of empty sites per site, so the coverage is $1-\rho$.

## Adsorption alone

Set $h=0$, and let $E_n$ be the probability that $n$ given successive sites are empty. Such a string is destroyed by adsorption on any of its $n-1$ internal pairs, or on a pair overlapping either end, which requires $n+1$ empty sites:

$$\frac{dE_n}{dt}=-k\left[(n-1)E_n+2E_{n+1}\right].$$

Try $E_n=e^{-(n-1)kt}\phi(t)$. The derivative of the exponential cancels the first term on the right, and what remains is

$$\phi'=-2k\,e^{-kt}\phi,\qquad \phi(0)=1 .$$

Integration gives $\ln\phi=-2(1-e^{-kt})$. Since $\rho=E_1=\phi$,

$$\rho(t)=\exp\left[-2\left(1-e^{-kt}\right)\right]\;\to\; e^{-2}=0.1353 .$$

The row jams at a coverage of 86.47 %. A simulation of 100 000 sites gave a final vacancy density of 0.1345.

## What hopping adds

When a dimer on sites $x+1,x+2$ hops left into a vacancy at $x$, the new vacancy is at $x+2$. The dimer moves one site; the vacancy moves two. An isolated vacancy thus makes steps of $\pm2$, each at rate $h$. Its mean square displacement is $2h\cdot 4\,t=8ht$, which equals $2Dt$ with $D=4h$ in units of sites² per time.

Steps of two keep a vacancy on its own sublattice, even or odd. This does not prevent meetings. Between successive vacancies there is a whole number $g$ of dimers, so their positions differ by $2g+1$: neighbours in the sequence are always on opposite sublattices and can become adjacent.

Hopping by itself conserves the number of dimers, and so cannot change the coverage. The meeting of two vacancies opens a pair; a new dimer from the gas then fills it. Both processes are needed to pass the jamming limit.

## Counting by parity

The decay rate follows from a quantity that most events leave unchanged. Let $v_x=1$ if site $x$ is empty and $0$ otherwise, let $w_x=v_xv_{x+1}$ mark an open pair, and define

$$\sigma_r=\prod_{x=1}^{r}(1-2v_x)=(-1)^{N},\qquad C_r=\langle\sigma_r\rangle ,$$

where $N$ is the number of vacancies on sites $1$ to $r$. Take $r$ even. Adsorption inside the interval removes two vacancies and leaves $\sigma_r$ unchanged; so does a hop that stays inside. Only events across an end reverse its sign.

At the right end, four vacancy moves cross: $r\to r+2$, $r-1\to r+1$, $r+1\to r-1$ and $r+2\to r$. Each needs the intermediate site to be occupied. If a site is empty and its neighbour is occupied, the dimer on that neighbour must extend away from the vacancy, so no further condition is needed. Adsorption on the pair $(r,r+1)$ also changes $N$ by one. The total reversal rate is

$$F=h\left[v_{r-1}+v_r+v_{r+1}+v_{r+2}-2w_r-w_{r-1}-w_{r+1}\right]+k\,w_r .$$

Each reversal changes $\sigma_r$ by $-2\sigma_r$, so this end contributes $-2\langle\sigma_rF\rangle$ to $dC_r/dt$.

The single-site terms can be expressed through $C$ itself. Lengthening the interval by two sites multiplies $\sigma_r$ by $(1-2v_{r+1})(1-2v_{r+2})$, so

$$C_{r+2}-C_r=-2\langle\sigma_r(v_{r+1}+v_{r+2}-2w_{r+1})\rangle .$$

Shortening it removes two factors, which is the same as multiplying by them again, because each squares to one:

$$C_{r-2}-C_r=-2\langle\sigma_r(v_{r-1}+v_r-2w_{r-1})\rangle .$$

Add these, multiply by $h$, and solve for the single-site terms:

$$-2h\langle\sigma_r(v_{r-1}+v_r+v_{r+1}+v_{r+2})\rangle = h(C_{r+2}+C_{r-2}-2C_r)-4h\langle\sigma_r(w_{r+1}+w_{r-1})\rangle .$$

The remaining part of $-2\langle\sigma_rF\rangle$ is $+2h\langle\sigma_r(2w_r+w_{r-1}+w_{r+1})\rangle-2k\langle\sigma_rw_r\rangle$. Combining the two, and doubling because the left end contributes equally by reflection symmetry,

$$\frac{dC_r}{dt}=2h(C_{r+2}+C_{r-2}-2C_r)-4\langle\sigma_r[h(w_{r+1}+w_{r-1})+(k-2h)w_r]\rangle .$$

This is exact for even $r\ge2$. On a ring of 12 sites with $h=1$, $k=2.5$ and $t=0.7$, the complete master equation satisfies it for $r=2,4,6$ to within $1.1\times10^{-16}$.

**Near end.** An empty interval has $C_0=1$. Expanding $(1-2v_1)(1-2v_2)$ gives $C_2=1-4\rho+4\langle w\rangle$, so the start of the curve $C_r$ contains the vacancy density.

**Far end.** Let $\tau_x=-1$ if a dimer spans the bond between $x$ and $x+1$, and $+1$ otherwise. The $r-N$ occupied sites of the interval consist of two for each dimer wholly inside and one for each dimer cut by an end. Therefore $\sigma_r=(-1)^r\tau_0\tau_r$. There are $(1-\rho)/2$ dimers per site, each spanning one bond, so $\langle\tau\rangle=1-2(1-\rho)/2=\rho$. At any finite time the local dynamics, started from an empty row, has not correlated distant bonds. For large even $r$, then, $C_r\to\rho^2$, which vanishes if $\rho$ does.

## The diffusion term

Drop the pair terms for the moment. At late times $C$ varies slowly with $r$, and a second difference with step 2 becomes $4\,\partial^2C/\partial r^2$:

$$\frac{\partial C}{\partial t}=8h\frac{\partial^2C}{\partial r^2},\qquad C(0,t)=1,\quad C(\infty,t)=0 .$$

The solution is $C=\operatorname{erfc}(s)$ with $s=r/\sqrt{32ht}$. To verify it, use $\partial s/\partial t=-s/(2t)$ and $(\partial s/\partial r)^2=1/(32ht)$:

$$\frac{\partial C}{\partial t}=\frac{s\,e^{-s^2}}{\sqrt\pi\,t},\qquad \frac{\partial^2C}{\partial r^2}=\frac{4s\,e^{-s^2}}{\sqrt\pi\;32ht}=\frac{1}{8h}\frac{\partial C}{\partial t}.$$

Its slope at the origin is $-2/\sqrt{32\pi ht}$. With $\langle w\rangle$ neglected, $C_2\approx1+2C'(0)$ must equal $1-4\rho$, so

$$\boxed{\rho(t)\simeq\frac{1}{\sqrt{32\pi ht}}}$$

In terms of $D=4h$ this is $1/\sqrt{8\pi Dt}$: the vacancy spacing grows in proportion to the distance a vacancy diffuses. At $ht=200$ the law gives 0.007052, and numerical solution of the difference equation, without the continuum step, gives 0.007051.

## The pair terms

The adsorption rate $k$ is absent from the law, although adsorption removes the vacancies. The pair terms must therefore be shown to be small.

Each adsorption removes two vacancies, so $d\rho/dt=-2k\langle w\rangle$. Integrating from $t_0$ onwards,

$$\int_{t_0}^{\infty}\langle w\rangle\,dt\le\frac{\rho(t_0)}{2k}.$$

One assumption is made: at late times $\langle w\rangle$ does not increase. Then $(t/2)\langle w\rangle_t$ is at most its integral from $t/2$ to $t$, which gives $\langle w\rangle_t\le\rho(t/2)/(kt)$.

Now follow $u_r=1-C_r$, which vanishes at $r=0$. A profile of unit height at time zero gives, by the previous section, $u_2=U(t)\simeq4/\sqrt{32\pi ht}$. The pair terms act as a source of size at most $4K\langle w\rangle$, with $K=2h+|k-2h|$. Lattice diffusion preserves inequalities between profiles, so the effect of this source is no larger than that of a uniform one of maximal size. There are three contributions to $u_2$ at time $t\gg t_0$:

1. The profile present at $t_0$ has height $1-\rho(t_0)^2$ far away and gives $[1-\rho(t_0)^2]\,U(t)$. Its deviation from that height is confined near the origin, where the condition $u_0=0$ absorbs it; it contributes only at order $t^{-3/2}$.
2. Sources between $t_0$ and $t/2$ have total strength at most $2(K/k)\rho(t_0)$. They have had at least $t/2$ to spread, so they contribute at most about $2\sqrt2\,(K/k)\,\rho(t_0)\,U(t)$.
3. Sources between $t/2$ and $t$ have strength at most $4K\cdot2\rho(t/4)/(kt)$. Since $\int_0^{t/2}U\,ds\simeq\sqrt2\,t\,U(t)$, they contribute at most about $8\sqrt2\,(K/k)\,\rho(t/4)\,U(t)$.

All three are at most a constant times $t^{-1/2}$, and $u_2=4\rho-4\langle w\rangle$ with $\langle w\rangle$ smaller still. Hence $\rho\to0$. Taking $t_0$ later and later then makes the second and third contributions negligible relative to the first. The amplitude is $1/\sqrt{32\pi h}$ for any fixed nonzero $k/h$.

Simulations of moving dimers agree. With $k/h=4$ on 120 000 sites, $\rho$ falls from 0.0282 at $ht=12.5$ to 0.0071 at $ht=200$, a logarithmic slope of $-0.496$. With $k/h=1$ on 60 000 sites, $\rho=0.0075$ at $ht=200$. That is 7 % above the law; a Poisson estimate of the counting error is about 5 %, so this run is too small to measure the finite-time deviation well. At finite times the deviation from the law depends on $k/h$; it is the limiting amplitude that does not.

## Why not the faster mean-field decay?

Suppose the vacancies and dimers were randomly ordered along the row. The element after a vacancy would be another vacancy with probability $\rho/[\rho+(1-\rho)/2]=2\rho/(1+\rho)\approx2\rho$. Then $\langle w\rangle\approx2\rho^2$, and

$$\frac{d\rho}{dt}\approx-4k\rho^2\quad\Rightarrow\quad\rho\approx\frac{1}{4kt}.$$

Random order fails at late times because close vacancies have already been removed, and the survivors must diffuse to meet. On the inverse-square-root law, $d\rho/dt=-\rho/(2t)$, so the true pair density is $\langle w\rangle=\rho/(4kt)$. Relative to random order it is smaller by the factor $1/(8k\rho t)$, which tends to zero.

If hopping is much faster than adsorption, the row is well mixed at first and the mean-field decay can appear. Equating the two laws gives its estimated end, $t\approx2\pi h/k^2$. The crossover is broad: for $k/h=0.1$ the density runs above the mean-field value well before this time, and at this time it is nearly twice what either law gives. In the opposite limit, $h\ll k$, the row jams first and then loses vacancies on the slow time scale $1/h$, steadily and without a true plateau. The asymptotic law falls to $e^{-2}$ at $t=e^4/(32\pi h)\approx0.54/h$, which gives a rough scale for this jammed stage; by that time the density is already about a third below $e^{-2}$.

## A dose on silicon rows

On Si(001), surface atoms pair into silicon dimers arranged in rows. Let one silicon dimer be one site, and let a model molecule bridge two neighbouring sites. The pitch is $a=0.384$ nm and the area per site $2a^2=0.295$ nm². Rough, round parameters for a vapour dose are 500 K, 0.10 Torr, mass 60 u, sticking probability 0.01 on an open pair, hop barrier 1.10 eV and attempt rate $10^{13}$ s⁻¹.

The gas flux $P/\sqrt{2\pi mk_BT}$ is $2.03\times10^{19}$ cm⁻² s⁻¹. With one pair position per site,

$$k=(2.028\times10^{19})(2.95\times10^{-15})(0.01)\approx598\ \text{s}^{-1}.$$

With $k_BT=0.0431$ eV, the hop rate is $h=10^{13}e^{-1.10/0.0431}\approx82$ s⁻¹. After a dose of 1 s,

$$\rho\approx\frac{1}{\sqrt{32\pi\times81.75}}=0.0110 .$$

| Time (s) | Simulated $\rho$ | Law |
|---|---|---|
| 0.01 | 0.096 | 0.110 |
| 0.1 | 0.0330 | 0.0349 |
| 1 | 0.0109 | 0.0110 |

The simulated density lies 13 % below the law at 0.01 s and 5 % below at 0.1 s. At 1 s the two agree within the 3 % counting error. The bounds above allow early deviations but do not predict their sign. Coverage at 1 s is 98.9 %, against 86.5 % for the jammed row, and the mean vacancy spacing is 35 nm. The mean-field estimate $1/(4kt)$ would give 0.0004, about 26 times too few vacancies.

## Weighing what was left out

**Blocked sites.** Let a random fraction $p$ of sites be permanently blocked. A free run with an odd number of sites cannot be filled by dimers and keeps one vacancy; in an even run the vacancies can all pair off. A run of length $n$ occurs with density $p^2(1-p)^n$ per site. Summing over odd $n$ gives the floor

$$\rho_{\rm floor}=\frac{p^2(1-p)}{1-(1-p)^2}=\frac{p(1-p)}{2-p}.$$

For $p=0.01$ this is 0.0050. The ideal law reaches that value at 4.9 s, but the effect appears earlier: with the same rates, a separate simulation of 60 000 sites gives a density at 1 s of 0.0136 instead of 0.0109, a rise of roughly 20 to 25 % once the counting error of a few per cent is allowed for.

**Desorption.** If dimers leave at rate $d$, detailed balance gives each dimer the weight $z=k/d$. Build the row from vacancies of length 1 and dimers of length 2, dividing each weight by $\lambda$ per site. The probabilities of the next element must sum to one: $1/\lambda+z/\lambda^2=1$, or $\lambda^2=\lambda+z$. With $q=1/\lambda$ the probability of a vacancy, the density per site is

$$\rho_{\rm eq}=\frac{q}{q+2(1-q)}=\frac{q}{2-q}\approx\frac{1}{2\sqrt z}\quad(z\gg1).$$

A desorption barrier of 1.70 eV with the same attempt rate gives $d=7.3\times10^{-5}$ s⁻¹ and a floor of $1.7\times10^{-4}$, less than 2 % of the density at 1 s.

**The hop barrier.** Since $\rho\propto h^{-1/2}$, an error of 0.10 eV in the barrier changes the asymptotic density by $e^{0.10/(2\times0.0431)}\approx3.2$. The value of the asymptotic law at 1 s then ranges from about 0.0035 to 0.035, a wider spread than either other effect produces at the central barrier. At the low end blocked sites take over, since their floor of 0.0050 for $p=0.01$ lies above the ideal value.

**The real case.** The parameters describe no identified precursor. A blocked fraction near one per cent is a rough figure for a carefully prepared surface; a poorer one has a higher floor. Rows also end at steps, which act like blocked sites. With single-layer steps, a miscut of 0.1° gives terraces about 78 nm wide, some 200 sites, and a miscut of 0.5° about 16 nm, some 40 sites. Rows that run across such a terrace keep a floor of about one vacancy per two rows, 0.0025 and 0.012 per site; the second exceeds the ideal density at 1 s. Strongly bound species may also have larger hop barriers. Raising the barrier by 0.3 eV at fixed temperature slows hopping about a thousandfold and moves the estimated end of the jammed stage from 7 ms to 7 s, so a 1 s dose would leave the vacancy density only about 10 % below its jammed value. Reactions that split the molecule, or hops between rows, would require a different model. Within this one, lengthening the dose fourfold halves the vacancy density only if the gas stays on, the law has been reached, and the density is still well above the floors set by blocked sites, row ends and desorption. The numerical output below gives the remaining digits.

## Computed values

```
Jammed vacancy density, formula: 0.13534 per site
Jammed coverage, formula: 86.47 %
Jammed vacancy density, simulation: 0.13452 per site
Vacancy density at adsorb*t=1, formula: 0.2825
Vacancy density at adsorb*t=1, simulation: 0.2815
Largest error of exact parity equation: 1.1e-16
Difference-equation density at hop*t=200: 0.007051
Asymptotic density at hop*t=200: 0.007052
Simulation adsorb/hop=4, hop*t=12.5: 0.02823
Simulation adsorb/hop=4, hop*t=50: 0.01387
Simulation adsorb/hop=4, hop*t=200: 0.00713
Simulated logarithmic slope, adsorb/hop=4: -0.496
Simulation adsorb/hop=1, hop*t=200: 0.00753 per site
Temperature: 500 K
Pressure: 0.10 Torr
Molecular mass: 60 u
Sticking probability on an open pair: 0.010
Attempt rate: 1.0e+13 s^-1
Hop barrier: 1.10 eV
Thermal energy: 0.04309 eV
Row-site pitch: 0.3840 nm
Area per row site: 0.2950 nm^2
Gas flux: 2.028e+19 cm^-2 s^-1
Adsorption rate per open pair: 598.2 s^-1
Dimer hop rate per direction: 81.75 s^-1
Adsorption-to-hop rate ratio: 7.32
Vacancy diffusion constant: 4.823e-13 cm^2/s
Ideal row at 0.01 s, simulation: 0.09626 per site
Ideal row at 0.01 s, asymptote: 0.11031 per site
Ideal row at 0.1 s, simulation: 0.03304 per site
Ideal row at 0.1 s, asymptote: 0.03488 per site
Ideal row at 1 s, simulation: 0.01090 per site
Ideal row at 1 s, asymptote: 0.01103 per site
Relative counting error at 1 s, Poisson estimate: 3.0 %
Ideal-row coverage at 1 s, simulation: 98.91 %
Mean vacancy spacing at 1 s, simulation: 35.2 nm
Blocked-site fraction: 0.010
Blocked-row vacancy floor, formula: 0.00497 per site
Blocked-row vacancy floor, counted: 0.00503 per site
Blocked row at 1 s, simulation: 0.01358 per site
Time when ideal law equals blocked floor: 4.92 s
Desorption barrier: 1.70 eV
Desorption rate: 7.32e-05 s^-1
Desorption vacancy floor: 1.75e-04 per site
Assumed hop-barrier uncertainty: 0.10 eV
Resulting factor in asymptotic vacancy density: 3.19
```
